Stress from a separable nonlocal pseudopotential, including its angular part, part 2

The stress sought is σ_αβ = d_αβ E/Ω for a separable norm-conserving pseudopotential, in Hartree atomic units; pressure is −tr σ/3. Strain ε carries lattice and atoms along; projectors β_il Y_lm (number i), couplings D_ij and axes stay rigid. Here d_αβ = ½(∂/∂ε_αβ + ∂/∂ε_βα) at fixed coefficients c_G, since the total energy is stationary. States ψ (weight w, occupation f) contain waves q = k + G, κ = |q|, q̂ = q/κ; Ω is the cell volume, τ an atomic position.

E_NL = Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij P_j,   P_i = ∫ β_il(|r − τ|) Y_lm ψ(r) d³r.   (2)

Σ_m Y_lm(u) Y_lm(u′) = ((2l + 1)/4π) P_l(u·u′).   (4)

P_i = 4π i^l Ω^(−1/2) Σ_G c_G F_il(κ) Y_lm(q̂) e^(iq·τ),   F_il(κ) = ∫₀^∞ s² β_il(s) j_l(κs) ds.   (5)

δq_γ = −Σ_δ ε_δγ q_δ.   (7)

d_αβ Ω = δ_αβ Ω,   d_αβ Ω^(−1/2) = −½ δ_αβ Ω^(−1/2),   (8)

d_αβ q_γ = −½ (δ_γβ q_α + δ_γα q_β).   (9)

d_αβ κ = −q_α q_β / κ = −κ q̂_α q̂_β.   (10)

d_αβ q̂_γ = −½ (δ_γα q̂_β + δ_γβ q̂_α) + q̂_α q̂_β q̂_γ.   (11)

d_αβ Y_lm = l q̂_α q̂_β Y_lm(q̂) − ½ (q̂_α ∂_β R_lm + q̂_β ∂_α R_lm).   (12)

d_αβ Y_lm = −½ (q̂_α g_β + q̂_β g_α).   (13)

Q^rad_j,αβ = 4π i^l Ω^(−1/2) Σ_G c_G [−q̂_α q̂_β κ F′_jl(κ)] Y_lm(q̂) e^(iq·τ),   (14)

Q^ang_j,αβ = 4π i^l Ω^(−1/2) Σ_G c_G F_jl(κ) [d_αβ Y_lm] e^(iq·τ).   (15)

σ^NL_αβ = σ^vol_αβ + σ^rad_αβ + σ^ang_αβ,

σ^vol_αβ = −δ_αβ E_NL / Ω,

σ^rad_αβ = (2/Ω) Re Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij Q^rad_j,αβ,

σ^ang_αβ = (2/Ω) Re Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij Q^ang_j,αβ.   (16)

κ F′_il(κ) = l F_il(κ) − κ ∫₀^∞ s³ β_il(s) j_(l+1)(κs) ds.   (18)

P_l are Legendre polynomials, j_l spherical Bessel functions, s = r − τ, R_lm(v) = |v|^l Y_lm(v̂), g the gradient of Y_lm along the sphere. Example projectors: β_il(s) = N_il s^(l+2i−2) e^(−s²/(2r_l²)), normalized. Also tr Q^rad_j = −⟨β_j Y| s·∇ψ⟩; small-projector limit (κF′ → lF): tr σ^rad = −2l E_channel/Ω.

The symmetry of the stress deserves a check, since (9) imposed it by hand. For a general matrix ε with independent elements, (7) gives ∂q_γ/∂ε_αβ = −δ_γβ q_α. Repeating the steps, ∂κ/∂ε_αβ = −κ q̂_α q̂_β as before, ∂q̂_γ/∂ε_αβ = −δ_γβ q̂_α + q̂_α q̂_β q̂_γ, and

∂Y_lm/∂ε_αβ = l q̂_α q̂_β Y_lm − q̂_α ∂_β R_lm,   (20)

which is not symmetric. An antisymmetric ε is an infinitesimal rotation of the lattice and the wave function against the fixed axes of the harmonics, and a single projector such as p_x feels a torque. For a p channel the cancellation can be seen directly. Write R_x = A v_x and R_y = A v_y, with one radial projector. For p_x the gradient is A δ_βx, so the xy element of (20) minus the yx element is 0 − (−A q̂_y) = Y_y, and the corresponding difference of Q is P_y; the energy derivative has the xy − yx difference 2D Re P_x* P_y. For p_y the difference is −A q̂_x = −Y_x, giving −2D Re P_y* P_x. For p_z it is zero. The two real parts are equal and the sum vanishes, provided D is the same for p_x and p_y.

The general statement follows from the addition theorem. Inserting (5) into (2), summing over m with (4) and writing cos γ = q̂·q̂′, one channel of one state has

E = (4π (2l + 1)/Ω) Σ_GG′ c_G* c_G′ e^(i(q′−q)·τ) Σ_ij F_il(κ) D_ij F_jl(κ′) P_l(cos γ),   (21)

the prefactor being (4π)²/Ω times (2l + 1)/4π. The directions enter only through cos γ = q·q′/(κκ′). For general ε, ∂(q·q′)/∂ε_αβ = −q_α q′_β − q_β q′_α by (7), and the quotient rule with (10) for both lengths gives

∂cos γ/∂ε_αβ = cos γ (q̂_α q̂_β + q̂′_α q̂′_β) − q̂_α q̂′_β − q̂′_α q̂_β.   (22)

This is symmetric in α and β without any symmetrization. The angular part of the energy derivative is (21) with P_l(cos γ) replaced by P_l′(cos γ) times (22), so after the sum over m the unsymmetrized (20) and the symmetrized (12) give the same tensor. For q̂′ = q̂ the right side of (22) is 2q̂_α q̂_β − 2q̂_α q̂_β = 0: a state made of a single plane wave has no angular stress, which arises only from the change of angle between different waves. The Legendre form costs a double sum over G, against a single sum for (15), and serves as a check on the practical formula.

Form (21) also explains the vanishing in the cubic average. Let S be one of the 48 signed permutation matrices that form the point group of rock salt about a Cl site. The occupied states at Sk may be taken as ψ_k(S⁻¹r), so the wave Sq has the coefficient that q had. Lengths and cos γ are unchanged. The phase becomes (Sq′ − Sq)·τ = (G′ − G)·S⁻¹τ, and S⁻¹τ differs from τ by a lattice vector T, for which (G′ − G)·T is a multiple of 2π. All scalars are the same at Sk as at k, while the tensor factors built from q̂ and q̂′ are rotated, so each part obeys σ(Sk) = S σ(k) S^T. Averaging over sign changes cancels the off-diagonal elements, and averaging over permutations replaces each diagonal element by tr σ/3. A traceless tensor averages to zero. A test of the angular part therefore needs a set of k points that lacks cubic symmetry, used without symmetrization, or a crystal that is not cubic, which includes a cubic crystal under shear. A single k point on a cube axis gives only diagonal elements, while a general k point such as the one below tests all six.

The worked example is a model chosen to exercise all three parts, not a self-consistent calculation of NaCl. The face-centred cell has the chosen edge a = 5.64 Å = 10.65806 bohr, near the lattice constant of NaCl (about 5.6 Å), and Ω = a³/4 = 302.6732 bohr³, with Cl at the origin and Na at fractional coordinates (½, ½, ½). The chosen projectors on Cl are two s functions with r_l = 0.34 bohr and D_11 = 9.0, D_22 = 5.0, D_12 = −2.0 Ha, a p function with r_l = 0.38 bohr and D = 4.5 Ha, and a d function with r_l = 0.50 bohr and D = −0.5 Ha. On Na there are an s function with 0.66 bohr and 1.8 Ha and a p function with 0.86 bohr and 0.5 Ha. A Gaussian well V₀ e^(−r²/(2s_w²)) on Cl, with V₀ = −4.0 Ha and s_w = 1.3 bohr, stands in for the local potential. At k = (2π/a)(0.13, 0.29, 0.41), of weight 1, a cutoff of 8 Ha selects 324 plane waves. This is too few to converge such narrow projectors. That does not affect the test of the formulas, since (16) is exact for any fixed basis, but the numbers below belong to this basis only: at 17 Ha (1009 waves) E_NL falls from 1.362 to 1.177 Ha, the nonlocal pressure rises from 222.4 to 228.6 GPa, and the angular and radial yz parts change from 1.30 and 0.26 GPa to 0.94 and 0.44 GPa. The lowest eigenvalues are −0.96408, −0.54763, −0.53393, −0.53134 and −0.08804 Ha, so four doubly occupied bands lie well below the fifth.

One wave shows the kinematics. For Miller indices (1, 0, 0), G = b₁ = (2π/a)(−1, 1, 1) and q = (2π/a)(−0.87, 1.29, 1.41) = (−0.51289, 0.76049, 0.83123) bohr⁻¹, with κ = 1.23788 bohr⁻¹ and q̂ = (−0.41433, 0.61435, 0.67150). The product q̂_x q̂_y is −0.25454. Equation (10) gives d_xy κ = −1.23788 × (−0.25454) = 0.31509 bohr⁻¹. Equation (11) gives for the shear

d_xy q̂_x = −½ (0.61435) + (−0.25454)(−0.41433) = −0.30718 + 0.10546 = −0.2017,

d_xy q̂_y = −½ (−0.41433) + (−0.25454)(0.61435) = 0.20717 − 0.15638 = 0.0508,

d_xy q̂_z = (−0.25454)(0.67150) = −0.1709,

and the scalar product with q̂ is 0.0836 + 0.0312 − 0.1148 = 0.0000, the tangency condition. For the stretch xx, q̂_x² = 0.17167, and (11) gives (0.41433 − 0.07113, 0.17167 × 0.61435, 0.17167 × 0.67150) = (0.3432, 0.1055, 0.1153). For p_x, with (3/4π)^(1/2) = 0.48860, Y = 0.48860 × (−0.41433) = −0.20244, and (12) gives d_xy Y = (−0.25454)(−0.20244) − ½ (0.61435)(0.48860) = 0.05153 − 0.15009 = −0.09856, the same as 0.48860 times d_xy q̂_x. For d_xy, with B = (15/4π)^(1/2) = 1.09255, Y = 1.09255 × (−0.25454) = −0.27810, and the gradient is ∂_x R = B q̂_y, ∂_y R = B q̂_x. Then d_xy Y = 2(−0.25454)(−0.27810) − ½ B (q̂_x² + q̂_y²) = 0.14158 − ½ (1.09255)(0.17167 + 0.37743) = 0.14158 − 0.29996 = −0.15838, and d_xx Y = 2(0.17167)(−0.27810) − q̂_x B q̂_y = −0.09548 + 0.27810 = 0.18262. The form factors at this κ, where κ² = 1.53235 bohr⁻², are F = 0.15165 bohr^(3/2) for Cl p and 0.10873 bohr^(3/2) for Cl d. The rule κF′ = F (l − κ² r_l²) gives 0.15165 × (1 − 1.53235 × 0.1444) = 0.1181 and 0.10873 × (2 − 1.53235 × 0.25) = 0.1758 in the same unit.

Summed over all waves, channels and bands, E_NL = 1.361986 Ha. One hartree of energy derivative corresponds to 29421.02/302.6732 = 97.204 GPa. In the order xx, yy, zz, yz, xz, xy the parts are, in GPa,

σ^vol = (−132.3903, −132.3903, −132.3903, 0, 0, 0),

σ^rad = (−89.9096, −89.9374, −90.0673, 0.2562, 0.4608, 0.3200),

σ^ang = (−0.6670, −0.0214, 0.6884, 1.2998, 0.5971, 0.4947),

σ^NL = (−222.9669, −222.3491, −221.7693, 1.5560, 1.0579, 0.8148).

The first line is −1.361986 × 97.204 = −132.390 on the diagonal. The angular trace is −0.6670 − 0.0214 + 0.6884 = 0.0000, and the pressure is 132.390 + 89.971 = 222.36 GPa, the value found independently as −dE/dΩ. The radial tensor is nearly isotropic: its diagonal elements differ by less than 0.16 GPa and its off-diagonal elements stay below 0.5 GPa, against a mean diagonal element of −89.97 GPa. The anisotropy of the single k point shows mostly in the angular tensor, which supplies 1.2998 of the 1.5560 GPa in yz. Its xx and zz elements differ by 1.3554 GPa, a difference that the radial part reduces to 1.1976 GPa in the total. The star average leaves σ_xx = −132.3903 − 89.9714 = −222.362 GPa and no angular part.

By channel, the energies are 0.393430 (Cl s), 0.964823 (Cl p), −0.000156 (Cl d), 0.001025 (Na s) and 0.002864 Ha (Na p). The angular xy stress is 0.4095 from Cl p, −0.0079 from Cl d, 0.0932 GPa from Na p and zero from both s channels. Na p holds about 0.2 per cent of the energy and gives nearly a fifth of the angular xy stress, but its radial xy part is −0.1094 GPa, so the net xy stress of the channel is 0.0932 − 0.1094 = −0.0162 GPa, about 2 per cent in size of the total 0.8148 GPa. A channel's share of one part of the split is not its share of the stress. For Cl p the small-projector limit predicts tr σ^rad/3 = −(2/3)(0.964823)(97.204) = −62.52 GPa, and the computed value is −53.57 GPa: in this basis the local exponent d ln ψ/d ln s of the p component stays at 1 or slightly above it out to about 0.65 bohr and then drops, to 0.75 at 1.0 bohr, over a range where the projector still has much of its weight (at 17 Ha the drop below 1 begins only near 1.0 bohr). For Cl s the same limit predicts zero, and the first projector has κF′ = −κ² r_l² F, opposite in sign to F, which for a single plane wave would make the radial trace positive. The computed value is −35.82 GPa. By the real-space form of the trace, a negative value means Re Σ P_i* D_ij ⟨β_j| s·∇ψ⟩ > 0, and nearly all of this sum comes from the outward growth of the s component: in the lowest band, which dominates this channel, it passes through zero just beyond 0.2 bohr in this basis (near 0.35 bohr at 17 Ha) and then grows in magnitude with the opposite sign out to about 1.3 bohr. Dilation then lowers the energy of this channel faster than dilution alone. The p_x projector of Cl taken alone, with the unsymmetrized rule (20), gives −0.3142 GPa for xy and 0.4331 GPa for yx; the p_y projector removes the difference, as shown above.

The frozen-coefficient argument can be watched in the same model, where the total energy is the band energy. From (10), d_αβ(κ²/2) = −q_α q_β gives the kinetic derivative −Σ f |c_G|² q_α q_β. The matrix element of the well is V₀ (2π s_w²)^(3/2) e^(−s_w² |K|²/2)/Ω with K = G − G′, and (8) and (10) multiply it by −δ_αβ + s_w² K_α K_β. For xx the kinetic, local and nonlocal derivatives add to −4.004394 + 6.658017 − 2.293806 = 0.359817 Ha, and re-diagonalizing the Hamiltonian in strained cells gives 0.359817 Ha for the derivative of the band energy. The nonlocal energy alone, evaluated with the re-diagonalized states, has the derivative +0.289200 Ha, against the frozen value −2.293806 Ha. The difference is the response of the coefficients, which is cancelled by the responses of the kinetic and local energies. The net 0.36 Ha, about 35 GPa of tension, has no meaning for NaCl, since the model has no Hartree, exchange-correlation or ion–ion energy. It does show that a nonlocal term of over 200 GPa sits in a sum with large cancellations, so that small relative errors in F′ matter. When F is tabulated and interpolated, F′ must be the derivative of the function actually used in the energy, or the stress differs from the slope of the energy by an amount set by the difference between the F′ used and the derivative of the interpolated F.

The result holds under the assumptions made along the way and needs additions where they fail. With ultrasoft pseudopotentials or the projector augmented-wave method the constraint is c†Sc = 1 with an overlap operator S built from the projectors. It depends on the strain, the multiplier term no longer vanishes, and it adds terms weighted by the eigenvalues, besides those from the augmentation charges; the derivatives (14) and (15) of the overlaps remain the building blocks. If the coupling matrix depends on m and is held fixed relative to the Cartesian axes, the addition theorem cannot be applied and the unsymmetrized tensor need not be symmetric. With spin–orbit coupling the projectors are spinors, and rotational invariance involves the spin as well. For metals the occupations change with strain, and the stationary quantity is the free energy that belongs to the smearing. A crossing of an occupied and an empty level at fixed integer occupations makes the ground-state energy non-differentiable. Finally, (16) is the derivative at a fixed set of plane waves. Energies computed at a fixed cutoff gain waves as the cell grows, and their slope differs from (16) plus the other terms by the Pulay stress, which disappears only as the basis converges.

The numerical check below tests each link by a separate route. The closed forms of F and κF′ are compared with quadrature of (5) and (18). The derivatives of κ, q̂ and every Y_lm up to l = 2 are compared with central differences in cells rebuilt from the strained lattice vectors, and (12) is compared with the chain rule, with a second extension off the sphere and with the polar form (13). Each part of (16) is compared with a difference quotient of the energy in which only Ω, only κ or only q̂ is strained, and the total is tested at the general k point and at Γ. At the general k point the largest deviation of the total is 4.4 × 10⁻⁸ Ha, the size expected of the difference error. The overlaps are also computed from the definition (2) on a spherical grid in real space, which gives E_NL = 1.36198581 Ha, equal to the plane-wave value in all printed digits, and an xy derivative of 0.008382 Ha, equal to the formula. The remaining tests cover the Legendre form (21) with (22), the symmetry after the sum over m, the re-diagonalized band energy and the average over the star, for which 24 points suffice because S and −S give the same tensor.

Computed results

```
1 bohr = 0.529177 A, 1 Ha/bohr^3 = 29421.02 GPa
a = 5.64 A = 10.65806 bohr, Omega = 302.6732 bohr^3
Ecut = 8.0 Ha, plane waves = 324, bands = 4, occupation = 2
k (2pi/a): 0.13 0.29 0.41
Cl well: V0 = -4.0 Ha, width s = 1.3 bohr; Cl at 0, Na at frac (1/2,1/2,1/2)
Cl s: l = 0, r_l = 0.34 bohr, D = [[9.0, -2.0], [-2.0, 5.0]] Ha
Cl p: l = 1, r_l = 0.38 bohr, D = [[4.5]] Ha
Cl d: l = 2, r_l = 0.50 bohr, D = [[-0.5]] Ha
Na s: l = 0, r_l = 0.66 bohr, D = [[1.8]] Ha
Na p: l = 1, r_l = 0.86 bohr, D = [[0.5]] Ha
sample wave, Miller (1,0,0): q (1/bohr): -0.51289 0.76049 0.83123
  |q| (1/bohr): 1.23788
  q-hat: -0.41433 0.61435 0.67150
  d|q|/d eps_xy (1/bohr): 0.31509
  d q-hat/d eps_xy: -0.20171 0.05079 -0.17092
  d q-hat/d eps_xx: 0.34320 0.10546 0.11527
  Y(p_x), dY/d eps_xy, dY/d eps_xx: -0.20244 -0.09856 0.16769
  Y(d_xy), dY/d eps_xy, dY/d eps_xx: -0.27810 -0.15838 0.18262
  Cl p: F, qF' (bohr^1.5): 0.15165 0.11810
  Cl d: F, qF' (bohr^1.5): 0.10873 0.17581
eigenvalues 1-5 (Ha): -0.96408 -0.54763 -0.53393 -0.53134 -0.08804
E_NL plane-wave = 1.36198581 Ha, real-space = 1.36198581 Ha
tensor order: xx yy zz yz xz xy
dE_NL/d eps vol (Ha): -1.361986 -1.361986 -1.361986 0.000000 0.000000 0.000000
dE_NL/d eps rad (Ha): -0.924958 -0.925245 -0.926581 0.002636 0.004741 0.003292
dE_NL/d eps ang (Ha): -0.006862 -0.000220 0.007082 0.013372 0.006143 0.005090
dE_NL/d eps total (Ha): -2.293806 -2.287451 -2.281485 0.016008 0.010884 0.008382
dE_NL/d eps FD (Ha): -2.293806 -2.287451 -2.281485 0.016008 0.010884 0.008382
dE_NL/d eps_xy real-space FD (Ha): 0.008382
sigma vol (GPa): -132.3903 -132.3903 -132.3903 0.0000 0.0000 0.0000
sigma rad (GPa): -89.9096 -89.9374 -90.0673 0.2562 0.4608 0.3200
sigma ang (GPa): -0.6670 -0.0214 0.6884 1.2998 0.5971 0.4947
sigma total (GPa): -222.9669 -222.3491 -221.7693 1.5560 1.0579 0.8148
Cl s: E = 0.393430 Ha; tr rad/3 = -35.8203, rad xy = 0.1217, ang xy = 0.0000 GPa
Cl p: E = 0.964823 Ha; tr rad/3 = -53.5670, rad xy = 0.2881, ang xy = 0.4095 GPa
Cl d: E = -0.000156 Ha; tr rad/3 = 0.0001, rad xy = 0.0020, ang xy = -0.0079 GPa
Na s: E = 0.001025 Ha; tr rad/3 = -0.1360, rad xy = 0.0177, ang xy = 0.0000 GPa
Na p: E = 0.002864 Ha; tr rad/3 = -0.4482, rad xy = -0.1094, ang xy = 0.0932 GPa
pressure vol, rad, total, FD -dE/dOmega (GPa): 132.3903 89.9714 222.3618 222.3618
Cl p_x alone, unsymmetrised ang xy, yx (GPa): -0.3142 0.4331
dE/d eps kinetic (Ha): -4.004394 -3.992600 -3.964908 0.065284 0.036280 0.030647
dE/d eps local (Ha): 6.658017 6.656895 6.651030 -0.015553 -0.009643 -0.006987
kin+loc+NL formula (Ha): 0.359817 0.376845 0.404637 0.065739 0.037522 0.032042
relaxed band energy FD (Ha): 0.359817 0.376845 0.404637 0.065739 0.037522 0.032042
relaxed E_NL alone FD, not the NL stress (Ha): 0.289200 0.305216 0.318382 0.025785 0.017982 0.016688
star average sigma_xx vol, rad, total (GPa): -132.3903 -89.9714 -222.3618
star average max |sigma ang| = 2.3e-14 GPa
max |formula - FD| of dE_NL/d eps = 4.4e-08 Ha
```
